# A donor beneath an impenetrable surface: from 2p0 to 1s binding: a program that tests the result

```python
"""Donor at depth d below an impenetrable plane z=0, electron in z>0.

Units: effective Rydberg Ry* and effective Bohr radius a*.
H = -laplacian - 2/r, r = distance from the donor, psi(z=0) = 0.
Result under test: E(0) = -1/4 (half of the 2p0 state), E(d) falls to -1,
E ~ -1/4 - d/8 for small d, E ~ -1 + 2 d exp(-2d)(1 - 1/(2 d^2)) for large d.
The energy is found by separation in prolate coordinates xi, eta with foci at
the donor and its mirror point, and by unseparated Rayleigh-Ritz calculations.
kappa = sqrt(-E); alpha = decay constant of a trial function.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, eval_laguerre, roots_laguerre


@lru_cache(None)
def laguerre_table(size):
    """Nodes, weights, L_k(t), and d/dt of exp(-t/2) L_k without exp(-t/2)."""
    t, w = roots_laguerre(size + 5)
    f = np.array([eval_laguerre(k, t) for k in range(size)])
    df = np.array([-eval_genlaguerre(k - 1, 1, t) if k else 0 * t
                   for k in range(size)])
    return t, w, f, df - f / 2


def radial_constant(d, kappa, size=40):
    """Largest separation constant of the xi equation."""
    p = kappa * d
    t, w, f, df = laguerre_table(size)
    x = t / (2 * p)
    xi = 1 + x
    kinetic = (df * (w * x * (x + 2) * 4 * p**2)) @ df.T
    potential = (f * (w * (2 * d * xi - p**2 * xi**2))) @ f.T
    return np.linalg.eigvalsh(potential - kinetic)[-1]


@lru_cache(None)
def angular_table(size):
    """Nodes, weights, eta P_k(2 eta - 1) and its eta derivative on [0,1]."""
    x, w = np.polynomial.legendre.leggauss(size + 8)
    eta, w = (x + 1) / 2, w / 2
    f, df = [], []
    for k in range(size):
        poly = np.polynomial.legendre.Legendre.basis(k)
        f.append(eta * poly(x))
        df.append(poly(x) + 2 * eta * poly.deriv()(x))
    return eta, w, np.array(f), np.array(df)


def angular_constant(d, kappa, size=24):
    """Smallest separation constant of the eta equation, Y(0)=0."""
    eta, w, f, df = angular_table(size)
    p = kappa * d
    kinetic = (df * (w * (1 - eta**2))) @ df.T
    potential = (f * (w * (2 * d * eta + p**2 * eta**2))) @ f.T
    return eigh(kinetic - potential, (f * w) @ f.T, eigvals_only=True)[0]


def energy(d, nr=40, na=24):
    def mismatch(kappa):
        return radial_constant(d, kappa, nr) - angular_constant(d, kappa, na)
    return -brentq(mismatch, 0.45, 1.05, xtol=1e-14, rtol=1e-14)**2


def trial_energy(alpha, d):
    """Closed form for the trial function z exp(-alpha r)."""
    b = 2 * alpha
    decay = np.exp(-b * d)
    attraction = d**2 / b**2 + (2 - decay) / b**4
    norm = 2 * d**2 / b**3 + 4 * (2 - decay) / b**5 - d * decay / b**4
    return alpha**2 - 2 * attraction / norm


def best_trial(d):
    res = minimize_scalar(trial_energy, args=(d,), bounds=(0.3, 1.3),
                          method="bounded", options={"xatol": 1e-10})
    return res.x, res.fun


def donor_ritz(d, alpha, degree):
    """Half-space diagonalization in z r^i u^j exp(-alpha r), u = z-d.

    Returns the energies and the integral of (dpsi/dz)^2 over the wall."""
    t, w = roots_laguerre(30)
    s, ws = t / (2 * alpha), w / (2 * alpha)
    x, wx = np.polynomial.legendre.leggauss(30)
    below = -d * (1 - x) / 2
    u1 = np.concatenate([s, below])
    wu = np.concatenate([ws, wx * d / 2 * np.exp(2 * alpha * below)])
    u = np.repeat(u1, len(s))
    r = np.abs(u) + np.tile(s, len(u1))
    weight = 2 * np.pi * r * np.repeat(wu, len(s)) * np.tile(ws, len(u1))
    weight = weight * (u + d)**2
    powers = [(i, j) for i in range(degree + 1) for j in range(degree + 1 - i)]
    g = np.array([r**i * u**j for i, j in powers])
    gr = np.array([i * r**max(i - 1, 0) * u**j - alpha * r**i * u**j
                   for i, j in powers])
    gu = np.array([j * r**i * u**max(j - 1, 0) for i, j in powers])
    overlap = (g * weight) @ g.T
    cross = (gr * (weight * u / r)) @ gu.T
    ham = (gr * weight) @ gr.T + (gu * weight) @ gu.T + cross + cross.T
    ham = ham - (g * (2 * weight / r)) @ g.T
    scale = 1 / np.sqrt(np.diag(overlap))
    overlap = overlap * np.outer(scale, scale)
    ham = ham * np.outer(scale, scale)
    sval, svec = np.linalg.eigh(overlap)
    keep = sval > 1e-11
    basis = svec[:, keep] / np.sqrt(sval[keep])
    levels, vec = np.linalg.eigh(basis.T @ ham @ basis)
    coeff = scale * (basis @ vec[:, 0])
    rw = d + s
    on_wall = sum(c * rw**i * (-d)**j for c, (i, j) in zip(coeff, powers))
    wall = 2 * np.pi * np.exp(-2 * alpha * d) * np.sum(ws * rw * on_wall**2)
    return levels, wall


def two_distance_ritz(d, alpha, ns=20, nv=10):
    """Unseparated diagonalization in the distances ra (donor), rb (mirror).

    The basis depends on s = ra+rb and v = rb-ra and vanishes at v=0.
    Gradients use the angle between the directions of ra and rb.
    Returns the lowest energy and the integral of (dpsi/dz)^2 over the wall."""
    t, wt, f, df = laguerre_table(ns)
    eta, we, h, dh = angular_table(nv)
    s1 = 2 * d + t / alpha
    s = np.repeat(s1, len(eta))
    v = np.tile(2 * d * eta, len(t))
    ra, rb = (s - v) / 2, (s + v) / 2
    cosine = (ra**2 + rb**2 - 4 * d**2) / (2 * ra * rb)
    # volume element 2 pi ra rb dra drb/(2d), with dra drb = ds dv/2
    weight = np.pi * ra * rb * np.kron(wt, we) / alpha
    psi = np.kron(f, h)
    psi_s = np.kron(alpha * df, h)
    psi_v = np.kron(f, dh / (2 * d))
    grad_a, grad_b = psi_s - psi_v, psi_s + psi_v
    cross = (grad_a * (weight * cosine)) @ grad_b.T
    ham = (grad_a * weight) @ grad_a.T + (grad_b * weight) @ grad_b.T
    ham = ham + cross + cross.T - (psi * (2 * weight / ra)) @ psi.T
    levels, vec = eigh(ham, (psi * weight) @ psi.T)
    coeff = vec[:, 0].reshape(ns, nv)
    # near the wall v = 4 d z/s, and P_k(-1) = (-1)^k
    slope = 2 * ((coeff @ (-1.0)**np.arange(nv)) @ f) / s1
    wall = np.pi / 2 * np.sum(wt / alpha * s1 * slope**2)
    return levels[0], wall


# Donor on the surface: diagonalization with a decay constant that is not 1/2
surface_levels, surface_wall = donor_ritz(0.0, 0.4, 7)
assert abs(surface_levels[0] + 1 / 4) < 1e-6
assert abs(surface_levels[1] + 1 / 9) < 1e-4
assert abs(surface_wall - 1 / 8) < 1e-3

# Norm and mean depth of psi = z exp(-r/2)/sqrt(16 pi) in the half-space
norm = quad(lambda r: r**4 * np.exp(-r), 0, np.inf)[0] \
    * quad(lambda c: c**2, 0, 1)[0] * 2 * np.pi / (16 * np.pi)
mean_depth = quad(lambda r: r**5 * np.exp(-r), 0, np.inf)[0] \
    * quad(lambda c: c**3, 0, 1)[0] * 2 * np.pi / (16 * np.pi)
assert abs(norm - 1) < 1e-8 and abs(mean_depth - 15 / 4) < 1e-7

# Separated solution against the unseparated half-space calculations
comparison = []
for depth in (0.5, 1.0, 2.0):
    a_opt, e_trial = best_trial(depth)
    e_sep = energy(depth)
    e_ritz = two_distance_ritz(depth, a_opt)[0]
    assert -1e-6 < e_ritz - e_sep < 1e-4, (depth, e_ritz, e_sep)
    donor_gap = donor_ritz(depth, a_opt, 7)[0][0] - e_sep
    assert -1e-6 < donor_gap < 0.1 * (e_trial - e_sep), (depth, donor_gap)
    assert abs(donor_ritz(depth, a_opt, 0)[0][0] - e_trial) < 1e-9
    comparison.append((depth, e_sep, e_ritz, donor_gap))
assert abs(energy(0.5) - energy(0.5, 28, 18)) < 1e-6

# Wall formula for the slope, at a depth where no limit applies
step = 0.005
slope_one = (energy(1 + step) - energy(1 - step)) / (2 * step)
wall_one = two_distance_ritz(1.0, best_trial(1.0)[0])[1]
assert abs(slope_one + wall_one) < 1e-2 * wall_one, (slope_one, wall_one)

# Small depth: separation constant and initial slope
assert abs(angular_constant(0.01, 0.5) - (2 - 1.5 * 0.01)) < 1e-4
slopes = {h: (energy(h) + 0.25) / h for h in (0.02, 0.01)}
assert abs(slopes[0.01] + 1 / 8) < 5e-3, slopes
assert abs(slopes[0.01] + 1 / 8) < 0.7 * abs(slopes[0.02] + 1 / 8) + 1e-5

# Large depth: exponential law and its first correction
ratios = {}
for depth in (6.0, 8.0):
    ratios[depth] = (energy(depth) + 1) / (2 * depth * np.exp(-2 * depth))
    assert abs(ratios[depth] - (1 - 1 / (2 * depth**2))) < 3 / depth**4, ratios
trial_tail = (best_trial(40.0)[1] + 1) * 40.0**2
assert abs(trial_tail - 1) < 0.02, trial_tail

# Worked example with round model parameters
mass_ratio, epsilon = 0.1, 10.0
rydberg_mev = 1e3 * const.value("Rydberg constant times hc in eV")
ry_eff = rydberg_mev * mass_ratio / epsilon**2
a_eff = const.value("Bohr radius") * 1e9 * epsilon / mass_ratio
depths = [0.1, 0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 6.0]
energies = [energy(depth) for depth in depths]
assert np.all(np.diff([-0.25] + energies + [-1.0]) < 0)
half_depth = brentq(lambda x: energy(x) + 0.5, 0.3, 5.0)

print(f"effective mass ratio m*/m = {mass_ratio}")
print(f"dielectric constant = {epsilon}")
print(f"effective Rydberg = {ry_eff:.4f} meV")
print(f"effective Bohr radius = {a_eff:.4f} nm")
print(f"surface donor, lowest level = {surface_levels[0]:.7f} Ry*")
print(f"surface donor, next m=0 level = {surface_levels[1]:.6f} Ry*")
print(f"surface donor binding = {-surface_levels[0] * ry_eff:.4f} meV")
print(f"surface donor mean electron depth = {mean_depth:.4f} a*")
print(f"surface donor mean electron depth = {mean_depth * a_eff:.3f} nm")
print(f"wall integral at d=0 = {surface_wall:.5f} Ry*/a*")
for h, value in slopes.items():
    print(f"(E(d)+1/4)/d at d={h} a* = {value:.5f} Ry*/a*")
print("d (a*) | E separated | E unseparated | donor-centred basis gap (Ry*)")
for depth, e_sep, e_ritz, donor_gap in comparison:
    print(f"{depth:.2f} | {e_sep:.7f} | {e_ritz:.7f} | {donor_gap:.2e}")
print(f"dE/dd at d=1 a*, finite difference = {slope_one:.5f} Ry*/a*")
print(f"minus wall integral at d=1 a* = {-wall_one:.5f} Ry*/a*")
print("d (a*) | d (nm) | E (Ry*) | binding (meV) | trial E (Ry*) | alpha (1/a*)")
for depth, e_sep in zip(depths, energies):
    a_opt, e_trial = best_trial(depth)
    assert e_trial > e_sep - 1e-7
    print(f"{depth:.2f} | {depth * a_eff:.3f} | {e_sep:.6f} | "
          f"{-e_sep * ry_eff:.4f} | {e_trial:.6f} | {a_opt:.4f}")
print(f"depth for binding Ry*/2 = {half_depth:.4f} a*")
print(f"depth for binding Ry*/2 = {half_depth * a_eff:.3f} nm")
for depth, value in ratios.items():
    print(f"(E+1)/(2d exp(-2d)) at d={depth} a* = {value:.5f}")
    print(f"1-1/(2d^2) at d={depth} a* = {1 - 1 / (2 * depth**2):.5f}")
print(f"trial function: (E+1)d^2 at d=40 a* = {trial_tail:.4f} Ry* a*^2")
print("checks complete")
```

Output:

```
effective mass ratio m*/m = 0.1
dielectric constant = 10.0
effective Rydberg = 13.6057 meV
effective Bohr radius = 5.2918 nm
surface donor, lowest level = -0.2500000 Ry*
surface donor, next m=0 level = -0.111111 Ry*
surface donor binding = 3.4014 meV
surface donor mean electron depth = 3.7500 a*
surface donor mean electron depth = 19.844 nm
wall integral at d=0 = 0.12500 Ry*/a*
(E(d)+1/4)/d at d=0.02 a* = -0.12709 Ry*/a*
(E(d)+1/4)/d at d=0.01 a* = -0.12603 Ry*/a*
d (a*) | E separated | E unseparated | donor-centred basis gap (Ry*)
0.50 | -0.3609936 | -0.3609936 | 5.94e-04
1.00 | -0.6173187 | -0.6173187 | 6.66e-04
2.00 | -0.9217408 | -0.9217408 | 1.34e-04
dE/dd at d=1 a*, finite difference = -0.53082 Ry*/a*
minus wall integral at d=1 a* = -0.53083 Ry*/a*
d (a*) | d (nm) | E (Ry*) | binding (meV) | trial E (Ry*) | alpha (1/a*)
0.10 | 0.529 | -0.263649 | 3.5871 | -0.263528 | 0.5274
0.25 | 1.323 | -0.289959 | 3.9451 | -0.288660 | 0.5801
0.50 | 2.646 | -0.360994 | 4.9116 | -0.349890 | 0.7092
1.00 | 5.292 | -0.617319 | 8.3990 | -0.545122 | 0.9728
1.50 | 7.938 | -0.822218 | 11.1868 | -0.709337 | 1.0440
2.00 | 10.584 | -0.921741 | 12.5409 | -0.807387 | 1.0508
3.00 | 15.875 | -0.985358 | 13.4065 | -0.901892 | 1.0369
4.00 | 21.167 | -0.997384 | 13.5701 | -0.941862 | 1.0248
6.00 | 31.751 | -0.999927 | 13.6047 | -0.973133 | 1.0125
depth for binding Ry*/2 = 0.7881 a*
depth for binding Ry*/2 = 4.170 nm
(E+1)/(2d exp(-2d)) at d=6.0 a* = 0.98534
1-1/(2d^2) at d=6.0 a* = 0.98611
(E+1)/(2d exp(-2d)) at d=8.0 a* = 0.99185
1-1/(2d^2) at d=8.0 a* = 0.99219
trial function: (E+1)d^2 at d=40 a* = 0.9992 Ry* a*^2
checks complete
```
